# Residual resistivity of a partially ordered AB alloy: verification in Python

```python
# Result under test: in a stoichiometric AB alloy with independent site occupations
# and long-range order S, the Born residual resistivity at fixed band structure is
#     rho(S) = (1 - S^2) * rho(0).
# S = (A fraction on sublattice alpha) - (A fraction on sublattice beta).
# d_i = +1/2 for an A atom and -1/2 for a B atom; F(q) = sum_i d_i exp(-i q.R_i).
# Its mean gives superlattice Bragg scattering, its covariance diffuse scattering.
# Delta V(q) = 4 pi dZ / (q^2 + kappa^2) is the A-B difference potential.
# Hartree atomic units in three dimensions; hopping = 1, spacing = 1 in the chain.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

lattice_a = 6.0
delta_Z = 0.25
electrons_per_atom = 1.0
n_at = 2.0 / lattice_a**3
n_e = electrons_per_atom * n_at
k_F = (3 * np.pi**2 * n_e) ** (1 / 3)
E_F = k_F**2 / 2
kappa = np.sqrt(4 * k_F / np.pi)
Q_super = np.array([2 * np.pi / lattice_a, 0.0, 0.0])


def delta_V(q_squared):
    return 4 * np.pi * delta_Z / (q_squared + kappa**2)


# ---------- exact enumeration of all occupations of small crystals ----------
def crystal(cells):
    corners = np.array(list(itertools.product(*[range(n) for n in cells])), float)
    positions = lattice_a * np.vstack([corners, corners + 0.5])
    sublattice = np.repeat([1, -1], len(corners))
    return positions, sublattice


def occupation_moments(sublattice, S):
    """Mean and covariance of d_i by an explicit sum over all configurations."""
    n = len(sublattice)
    is_A = (np.arange(2**n)[:, None] >> np.arange(n)) & 1
    prob_A = (1 + S * sublattice) / 2
    weight = np.prod(np.where(is_A == 1, prob_A, 1 - prob_A), axis=1)
    assert abs(weight.sum() - 1) < 1e-10
    d = is_A - 0.5
    mean = weight @ d
    second = (d * weight[:, None]).T @ d
    return mean, second - np.outer(mean, mean)


positions, sublattice = crystal((2, 2, 2))
n_sites = len(sublattice)
half_steps = np.array(list(itertools.product([0, 1], repeat=3)), float)
allowed_q = np.pi / lattice_a * np.vstack([half_steps, half_steps + [2, 0, 0]])
phases_q = np.exp(-1j * allowed_q @ positions.T)
is_super = np.linalg.norm(allowed_q - Q_super, axis=1) < 1e-12
assert is_super.sum() == 1

S_values = [0.0, 0.4, 0.6, 0.8, 0.95]
covariance = {}
scattering_rows = []
for S in S_values:
    mean, cov = occupation_moments(sublattice, S)
    covariance[S] = cov
    bragg = np.abs(phases_q @ mean) ** 2 / n_sites
    diffuse = np.einsum("qi,ij,qj->q", phases_q, cov, phases_q.conj()).real / n_sites
    assert np.allclose(diffuse, (1 - S**2) / 4, atol=1e-10)
    assert np.allclose(bragg, np.where(is_super, n_sites * S**2 / 4, 0), atol=1e-10)
    scattering_rows.append((S, bragg[is_super][0], diffuse.mean(),
                            bragg.mean() + diffuse.mean()))

# The Bragg intensity per site grows with crystal size, the diffuse one does not.
for cells in [(1, 1, 1), (2, 1, 1), (2, 2, 1)]:
    pos, sub = crystal(cells)
    mean, cov = occupation_moments(sub, 0.6)
    phase = np.exp(-1j * pos @ Q_super)
    assert abs(abs(phase @ mean) ** 2 / len(sub) - len(sub) * 0.09) < 1e-10
    assert abs((phase @ cov @ phase.conj()).real / len(sub) - 0.16) < 1e-10

mean_ordered, _ = occupation_moments(sublattice, 1.0)
amplitude_ordered = abs(np.exp(-1j * positions @ Q_super) @ mean_ordered) / n_sites
gap_ordered = 2 * n_at * amplitude_ordered * delta_V(Q_super @ Q_super)


# ---------- Boltzmann equation solved on a discretized Fermi surface ----------
def boltzmann_resistivity(cov, masses):
    masses = np.array(masses, float)
    dos_mass = np.sqrt(np.prod(masses))
    energy = 0.5 * (3 * np.pi**2 * n_e / dos_mass) ** (2 / 3)
    mu, w_mu = np.polynomial.legendre.leggauss(12)
    phi = 2 * np.pi * np.arange(24) / 24
    mu_grid, phi_grid = np.meshgrid(mu, phi, indexing="ij")
    sine = np.sqrt(1 - mu_grid**2)
    unit = np.stack([sine * np.cos(phi_grid), sine * np.sin(phi_grid), mu_grid], -1)
    k = unit.reshape(-1, 3) * np.sqrt(2 * masses * energy)
    velocity = k / masses
    w = np.repeat(w_mu, 24) * 2 * np.pi / 24
    surface = dos_mass * np.sqrt(2 * energy)
    phase = np.exp(1j * k @ positions.T)
    pair = phase[:, None, :] * phase.conj()[None, :, :]
    diffuse = np.sum((pair @ cov) * pair.conj(), axis=-1).real / n_sites
    q_squared = np.sum((k[:, None, :] - k[None, :, :]) ** 2, axis=-1)
    rate = 2 * np.pi * n_at * diffuse * delta_V(q_squared) ** 2
    rate *= surface / (2 * np.pi) ** 3
    collision = np.diag(w * (rate @ w)) - w[:, None] * rate * w[None, :]
    collision += rate.mean() * np.outer(w, w)  # lifts the particle-number null mode
    displacement = np.linalg.solve(collision, w[:, None] * velocity)
    sigma = 2 * surface / (2 * np.pi) ** 3 * velocity.T @ (w[:, None] * displacement)
    return np.diag(np.linalg.inv(sigma))


momentum_integral = quad(lambda q: q**3 * delta_V(q**2) ** 2, 0, 2 * k_F)[0]


def born_rate(S):
    return n_at * (1 - S**2) / 4 * momentum_integral / (4 * np.pi * k_F**3)


ratio_X = 4 * k_F**2 / kappa**2
closed_integral = (4 * np.pi * delta_Z) ** 2 / 2 * (
    np.log(1 + ratio_X) - ratio_X / (1 + ratio_X))
assert abs(closed_integral / momentum_integral - 1) < 1e-9

rho_sphere = {S: boltzmann_resistivity(covariance[S], (1, 1, 1)) for S in S_values}
rho_ellipsoid = {S: boltzmann_resistivity(covariance[S], (1, 1, 3)) for S in S_values}
for S in S_values:
    assert np.allclose(rho_sphere[S], born_rate(S) / n_e, rtol=1e-6)
    assert np.allclose(rho_ellipsoid[S] / rho_ellipsoid[0.0], 1 - S**2, rtol=1e-7)
assert abs(rho_ellipsoid[0.0][2] / rho_ellipsoid[0.0][0] - 1) > 0.1


# ---------- chain: exact disorder average of the Landauer resistance ----------
def averaged_cell(S, Delta, energy):
    """Disorder average of M (x) M over one alpha-beta cell of the chain."""
    cell = np.eye(4)
    for sign in (1, -1):
        prob_A = (1 + sign * S) / 2
        site = np.zeros((4, 4))
        for prob, level in ((prob_A, Delta / 2), (1 - prob_A, -Delta / 2)):
            M = np.array([[energy - level, -1.0], [1.0, 0.0]])
            site += prob * np.kron(M, M)
        cell = site @ cell
    return cell


def band_energy(S, Delta, k):
    return np.sqrt((S * Delta / 2) ** 2 + 4 * np.cos(k) ** 2)


def inverse_length(S, Delta, k):
    """Mean resistance grows as exp(2 L / length); two sites per cell."""
    eigenvalues = np.linalg.eigvals(averaged_cell(S, Delta, band_energy(S, Delta, k)))
    return np.log(eigenvalues.real.max()) / 4


def mean_resistance(S, Delta, k, n_cells):
    """Average of R/T for segments of 1..n_cells cells between clean leads."""
    energy = band_energy(S, Delta, k)
    k_lead = np.arccos(energy / 2)
    waves = np.array([[np.exp(1j * k_lead), np.exp(-1j * k_lead)], [1, 1]])
    to_waves = np.linalg.inv(waves)
    left = np.kron(to_waves, to_waves.conj())[3]
    state = np.kron(waves, waves.conj())[:, 3]
    cell = averaged_cell(S, Delta, energy)
    result = []
    for _ in range(n_cells):
        state = cell @ state
        result.append((left @ state).real - 1)
    return np.array(result)


k_chain, Delta_weak = 1.0, 0.02
weak_rows = []
reference = inverse_length(0.0, Delta_weak, k_chain)
assert abs(reference / (Delta_weak**2 / (16 * np.sin(k_chain) ** 2)) - 1) < 2e-3
for S in S_values[1:]:
    ratio = inverse_length(S, Delta_weak, k_chain) / reference
    assert abs(ratio / (1 - S**2) - 1) < 2e-3  # remaining terms are of order Delta^2
    weak_rows.append((S, ratio))
assert abs(inverse_length(1.0, Delta_weak, k_chain)) < 1e-9

Delta_seg = 0.1
res_random = mean_resistance(0.0, Delta_seg, k_chain, 1000)
res_ordered = mean_resistance(1.0, Delta_seg, k_chain, 1000)
length_inv = Delta_seg**2 / (16 * np.sin(k_chain) ** 2)
assert abs(res_random[99] / ((np.exp(400 * length_inv) - 1) / 2) - 1) < 0.03
assert res_ordered.max() < 0.01 and res_random[-1] > 1

k_gap, Delta_gap = np.arccos(0.02), 0.04
gap_rows = []
for S in (0.0, 0.5, 0.9):
    m = S * Delta_gap / 2
    band_factor = 1 + m**2 / (2 * np.cos(k_gap) ** 2)
    fixed_band = (1 - S**2) * Delta_gap**2 / (16 * np.sin(k_gap) ** 2)
    measured_factor = inverse_length(S, Delta_gap, k_gap) / fixed_band
    # Born and weak-disorder corrections are below one per cent here
    assert abs(measured_factor / band_factor - 1) < 0.01
    gap_rows.append((S, measured_factor, band_factor))

# ---------- printed numbers ----------
rho_unit = const.hbar * const.value("Bohr radius") / const.e**2 * 1e8
tau_0 = 1 / born_rate(0.0)
print(f"lattice constant = {lattice_a:.1f} bohr")
print(f"valence difference dZ = {delta_Z:.2f}")
print(f"electrons per atom = {electrons_per_atom:.0f}")
print(f"site density = {n_at:.6f} bohr^-3")
print(f"electron density = {n_e:.6f} bohr^-3")
print(f"k_F = {k_F:.4f} bohr^-1")
print(f"E_F = {E_F:.4f} hartree")
print(f"kappa = {kappa:.4f} bohr^-1")
print(f"superlattice Q = {Q_super[0]:.4f} bohr^-1, 2 k_F = {2*k_F:.4f} bohr^-1")
print(f"gap 2|U_Q| at S=1 = {gap_ordered:.5f} hartree")
print(f"gap / E_F at S=1 = {gap_ordered/E_F:.4f}")
print(f"integral of q^3 |dV|^2 = {momentum_integral:.4f} hartree^2 bohr^2")
print(f"1/tau at S=0 = {born_rate(0.0):.6f} atomic units")
print(f"tau at S=0 = {tau_0:.1f} atomic units")
print(f"mean free path at S=0 = {k_F*tau_0:.1f} bohr")
print(f"k_F * mean free path at S=0 = {k_F**2*tau_0:.1f}")
print(f"rho at S=0 = {born_rate(0.0)/n_e:.5f} atomic units")
print(f"atomic unit of resistivity = {rho_unit:.4f} microohm cm")
print("S, 1-S^2, rho Born, rho Boltzmann (microohm cm):")
for S in S_values:
    print(f"  {S:.2f} {1-S**2:.4f} {born_rate(S)/n_e*rho_unit:.4f}"
          f" {rho_sphere[S][0]*rho_unit:.4f}")
print("ellipsoid, masses 1,1,3: rho_xx, rho_zz (microohm cm):")
for S in (0.0, 0.6):
    print(f"  S={S:.1f}: {rho_ellipsoid[S][0]*rho_unit:.4f}"
          f" {rho_ellipsoid[S][2]*rho_unit:.4f}")
print(f"enumeration, {n_sites} sites: S, Bragg at Q, diffuse, mean total over q:")
for row in scattering_rows:
    print("  {:.2f} {:.4f} {:.4f} {:.4f}".format(*row))
print(f"chain, k_F={k_chain:.1f}, Delta={Delta_weak:.2f} hopping:")
print("  S, exact ratio of 1/length to S=0, 1-S^2:")
for S, ratio in weak_rows:
    print(f"  {S:.2f} {ratio:.5f} {1-S**2:.5f}")
print(f"chain, k_F={k_chain:.1f}, Delta={Delta_seg:.1f} hopping, mean R/T:")
print(f"  S=0: 100 sites {res_random[49]:.4f}, 200 sites {res_random[99]:.4f}")
print(f"  S=1: largest up to 2000 sites {res_ordered.max():.5f}")
print(f"near gap, cos k_F={np.cos(k_gap):.2f}, Delta={Delta_gap:.2f} hopping:")
print("  S, exact rate / fixed-band rate, predicted band factor:")
for row in gap_rows:
    print("  {:.1f} {:.4f} {:.4f}".format(*row))
print("all assertions hold")
```

Printed output:

```
lattice constant = 6.0 bohr
valence difference dZ = 0.25
electrons per atom = 1
site density = 0.009259 bohr^-3
electron density = 0.009259 bohr^-3
k_F = 0.6496 bohr^-1
E_F = 0.2110 hartree
kappa = 0.9095 bohr^-1
superlattice Q = 1.0472 bohr^-1, 2 k_F = 1.2993 bohr^-1
gap 2|U_Q| at S=1 = 0.01512 hartree
gap / E_F at S=1 = 0.0717
integral of q^3 |dV|^2 = 2.1762 hartree^2 bohr^2
1/tau at S=0 = 0.001462 atomic units
tau at S=0 = 683.9 atomic units
mean free path at S=0 = 444.3 bohr
k_F * mean free path at S=0 = 288.6
rho at S=0 = 0.15792 atomic units
atomic unit of resistivity = 21.7398 microohm cm
S, 1-S^2, rho Born, rho Boltzmann (microohm cm):
  0.00 1.0000 3.4332 3.4332
  0.40 0.8400 2.8839 2.8839
  0.60 0.6400 2.1972 2.1972
  0.80 0.3600 1.2359 1.2359
  0.95 0.0975 0.3347 0.3347
ellipsoid, masses 1,1,3: rho_xx, rho_zz (microohm cm):
  S=0.0: 5.4041 10.1690
  S=0.6: 3.4586 6.5081
enumeration, 16 sites: S, Bragg at Q, diffuse, mean total over q:
  0.00 0.0000 0.2500 0.2500
  0.40 0.6400 0.2100 0.2500
  0.60 1.4400 0.1600 0.2500
  0.80 2.5600 0.0900 0.2500
  0.95 3.6100 0.0244 0.2500
chain, k_F=1.0, Delta=0.02 hopping:
  S, exact ratio of 1/length to S=0, 1-S^2:
  0.40 0.84002 0.84000
  0.60 0.64004 0.64000
  0.80 0.36004 0.36000
  0.95 0.09752 0.09750
chain, k_F=1.0, Delta=0.1 hopping, mean R/T:
  S=0: 100 sites 0.0965, 200 sites 0.2117
  S=1: largest up to 2000 sites 0.00303
near gap, cos k_F=0.02, Delta=0.04 hopping:
  S, exact rate / fixed-band rate, predicted band factor:
  0.0 1.0000 1.0000
  0.5 1.1250 1.1250
  0.9 1.4050 1.4050
all assertions hold
```
